# Low-spin \(d^6\) excitations and the spectrum of [Co(NH₃)₆]³⁺

## Problem

Six electrons occupy five \(d\) orbitals \(R(r)d_p(\mathbf n)\) with a common radial function in an octahedral field, with \(h_{t}=-4Dq\) for \(t_2\) (\(\xi=yz\), \(\eta=xz\), \(\zeta=xy\)) and \(h_{e}=+6Dq\) for \(e\) (\(u=z^2\), \(v=x^2-y^2\)); \(\Delta=10Dq\). Spin–orbit and vibronic coupling are neglected, and the parity label \(g\) is dropped. With the Slater integrals \(F^k=\iint R^2(r_1)R^2(r_2)\,r_<^k r_>^{-k-1}r_1^2r_2^2\,dr_1dr_2\), the Racah parameters are \(A=F^0-F^4/9\), \(B=F^2/49-5F^4/441\), \(C=35F^4/441\).

(a) Express the repulsion integrals through \(A,B,C\).

(b) Find the terms of \(t_2^5e\) and their energies above \(t_2^6\) to first order in the repulsion.

(c) State when \(t_2^6\) is the ground configuration.

(d) Find the leading correction from configuration mixing.

(e) The bands of [Co(NH₃)₆]³⁺ lie roughly, to two figures, at 21 and 29 (spin-allowed, \(^1T_1\) and \(^1T_2\)) and 13 and 17 (spin-forbidden, \(^3T_1\) and \(^3T_2\)), in \(10^3\) cm⁻¹. Fit \(\Delta,B,C\) and judge the first-order fit.

## Solution

### (a) Repulsion integrals

Write \(d_p=\sqrt{15/8\pi}\;\mathbf n^{T}M_p\mathbf n\) with traceless symmetric matrices, \(\operatorname{tr}M_pM_q=\delta_{pq}\). For \(t_2\), \(M\) has \(1/\sqrt2\) in the two off-diagonal places named by the orbital; \(M_u=\operatorname{diag}(-1,-1,2)/\sqrt6\), \(M_v=\operatorname{diag}(1,-1,0)/\sqrt2\). The expansion \(1/r_{12}=\sum_k r_<^kr_>^{-k-1}P_k(\mathbf n\cdot\mathbf n')\) gives
\[(pq|rs)=\sum_{k=0,2,4}F^kW_k,\qquad W_k=\iint d_pd_q(\mathbf n)\,P_k(\mathbf n\cdot\mathbf n')\,d_rd_s(\mathbf n')\,d\Omega\,d\Omega',\]
since a product of two \(d\) functions holds only \(k=0,2,4\). Inverting the definitions, \(F^4=63C/5\), \(F^2=49B+7C\), \(F^0=A+7C/5\), so
\[(pq|rs)=A\,W_0+49B\,W_2+\tfrac75C\,(W_0+5W_2+9W_4).\]

The sphere average of \(2m\) components of \(\mathbf n\) is the sum over all pairings into Kronecker deltas, divided by 15, 105, 945 for \(m=2,3,4\). Pairings that contract a matrix with itself vanish, because the matrices are traceless. For two matrices two pairings survive, the average is \(2\operatorname{tr}M_pM_q/15\), and \(\int d_pd_q=4\pi\frac{15}{8\pi}\frac{2}{15}\delta_{pq}=\delta_{pq}\). Hence \(W_0=\delta_{pq}\delta_{rs}\).

For three matrices eight pairings survive, each giving \(\operatorname{tr}M_pM_qM_t=\operatorname{tr}Q_{pq}M_t\) with \(Q_{pq}=\frac12(M_pM_q+M_qM_p)\). The addition theorem reads \(P_2=\frac{4\pi}{5}\sum_td_t(\mathbf n)d_t(\mathbf n')\), and the sum over \(t\) projects on traceless matrices:
\[W_2=\frac15\Big(\frac{15}{2}\Big)^3\Big(\frac{8}{105}\Big)^2\tau=\frac{24}{49}\tau,\qquad \tau_{pq,rs}=\operatorname{tr}Q_{pq}Q_{rs}-\tfrac13\delta_{pq}\delta_{rs}.\]

The kernel \(\sum_k(2k+1)P_k/4\pi\) acts as the identity on the pair densities, so \(W_0+5W_2+9W_4=4\pi\int d_pd_qd_rd_s\). For four equal matrices \(M\), 12 pairings give \((\operatorname{tr}M^2)^2\) and 48 give \(\operatorname{tr}M^4=\frac12(\operatorname{tr}M^2)^2\), the last by the Cayley–Hamilton theorem for a traceless \(3\times3\) matrix; the average is \(36(\operatorname{tr}M^2)^2/945\). A fully symmetric four-linear form is fixed by its values on equal arguments, and \(S=\delta_{pq}\delta_{rs}+\delta_{pr}\delta_{qs}+\delta_{ps}\delta_{qr}\) corresponds to \(3(\operatorname{tr}M^2)^2\). The average is therefore \(12S/945\), and \(W_0+5W_2+9W_4=(15/2)^2\,12S/945=\frac57S\). Thus
\[(pq|rs)=A\,\delta_{pq}\delta_{rs}+24B\,\tau_{pq,rs}+C\,S.\tag{1}\]

For \(J_{pq}=(pp|qq)\) the coefficient of \(B\) is \(24\operatorname{tr}M_p^2M_q^2-8\), with \(M_\zeta^2=M_v^2=\frac12\operatorname{diag}(1,1,0)\), \(M_\eta^2=\frac12\operatorname{diag}(1,0,1)\), \(M_\xi^2=\frac12\operatorname{diag}(0,1,1)\), \(M_u^2=\frac16\operatorname{diag}(1,1,4)\). For \(K_{pq}=(pq|pq)\), \(p\ne q\), it is \(24\operatorname{tr}Q_{pq}^2\). Here \(Q_{\zeta\eta}\) has \(\frac14\) in the two \(yz\) places and \(Q_{uv}=\operatorname{diag}(-1,1,0)/\sqrt{12}\). For \(i\in t_2\), \(a\in e\), \(Q_{ia}=q_{ia}M_i\), where \(q_{ia}\) is the mean of the two diagonal elements of \(M_a\) on the axes of \(i\): \(q_{\zeta u}=-1/\sqrt6\), \(q_{\zeta v}=0\), \(q_{\eta u}=q_{\xi u}=1/\sqrt{24}\), \(q_{\eta v}=-q_{\xi v}=1/\sqrt8\). The factor \(S\) is 3 for \(J_{pp}\) and 1 for the other \(J\) and \(K\).

| pair | \(\operatorname{tr}M_p^2M_q^2\) | \(J\) | \(\operatorname{tr}Q^2\) | \(K\) |
|---|---|---|---|---|
| \(\zeta\zeta\) | 1/2 | \(A+4B+3C\) | | \(=J\) |
| \(\zeta\eta\) | 1/4 | \(A-2B+C\) | 1/8 | \(3B+C\) |
| \(\zeta v\) | 1/2 | \(A+4B+C\) | 0 | \(C\) |
| \(\zeta u\) | 1/6 | \(A-4B+C\) | 1/6 | \(4B+C\) |
| \(\eta v,\ \xi v\) | 1/4 | \(A-2B+C\) | 1/8 | \(3B+C\) |
| \(\eta u,\ \xi u\) | 5/12 | \(A+2B+C\) | 1/24 | \(B+C\) |
| \(uv\) | 1/6 | \(A-4B+C\) | 1/6 | \(4B+C\) |

The first two rows hold for all \(t_2\) orbitals by cubic symmetry.

### (b) First-order terms of \(t_2^5e\)

Zeroth order is the field alone, which puts a state at \(\Delta\,n_e\) above \(t_2^6\), \(n_e\) being the number of \(e\) electrons. First order is the repulsion diagonalized within fixed \(n_e\). The closed shell \(t_2^6\) is a single invariant determinant, \(^1A_1\).

An excitation \(i\to a\) from it transforms as the product of \(i\) and \(a\). On the classes \((E,C_3,C_4^2,C_4,C_2')\) of \(O\) the characters are \(T_2=(3,0,-1,-1,1)\), \(E=(2,-1,2,0,0)\), \(T_1=(3,0,-1,1,-1)\). The product \((6,0,-2,0,0)\) equals \(T_1+T_2\). Each occurs once per spin, so the terms are \(^1T_1,{}^1T_2,{}^3T_1,{}^3T_2\), and none mixes with another. Of the six orbital excitations only \(\zeta\to v\) and \(\zeta\to u\) are even under \(C_2(z)\). So is exactly one member of \(T_1\) (like \(L_z\), even under \(C_4(z)\)) and one of \(T_2\) (like \(xy\), odd). Under \(C_4(z)\), \(\zeta\to-\zeta\), \(v\to-v\), \(u\to u\): the excitation \(\zeta\to v\) is even and is pure \(T_1\), and \(\zeta\to u\) is odd and is pure \(T_2\).

A determinant has energy \(\sum h+\sum_{\rm pairs}(J-\delta_{\sigma\sigma'}K)\). The energy of a spin orbital \(p\) in the field of the whole closed shell is \(f_p=h_p+\sum_{j\in t_2}(2J_{pj}-K_{pj})\). Removing an electron from \(i\) costs \(-f_i\); adding one to \(a\) costs \(f_a\) less its interaction with the removed electron. The determinant \(i\beta\to a\alpha\) has \(M_S=1\), is a pure triplet, and the missing interaction is between opposite spins:
\[{}^3E=f_a-f_i-J_{ia}.\]
The two \(M_S=0\) determinants \(i\sigma\to a\sigma\) each have \(f_a-f_i-J_{ia}+K_{ia}\). They span one singlet and one triplet, and the trace is invariant, so \({}^1E+{}^3E=2(f_a-f_i-J_{ia}+K_{ia})\) and
\[{}^1E=f_a-f_i-J_{ia}+2K_{ia}.\]

From the table, \(2J-K\) is \(A+4B+3C\) for \(\zeta\zeta\); \(2A-7B+C\) for \(\zeta\eta,\eta v\); \(2A+8B+C\) for \(\zeta v\); \(2A-12B+C\) for \(\zeta u\); \(2A+3B+C\) for \(\eta u\). Then
\[f_\zeta=-4Dq+(A+4B+3C)+2(2A-7B+C)=-4Dq+5A-10B+5C,\]
\[f_v=6Dq+(2A+8B+C)+2(2A-7B+C)=6Dq+6A-6B+3C,\]
\[f_u=6Dq+(2A-12B+C)+2(2A+3B+C)=6Dq+6A-6B+3C.\]
The equality \(f_u=f_v\) is required by cubic symmetry. With \(f_e-f_\zeta=\Delta+A+4B-2C\),
\[\begin{aligned}{}^3T_1&=\Delta+A+4B-2C-(A+4B+C)=\Delta-3C,\\ {}^1T_1&={}^3T_1+2C=\Delta-C,\\ {}^3T_2&=\Delta+A+4B-2C-(A-4B+C)=\Delta+8B-3C,\\ {}^1T_2&={}^3T_2+2(4B+C)=\Delta+16B-C.\end{aligned}\tag{2}\]
\(A\) cancels because it multiplies the fixed number of electron pairs. The \(T_1\) triplet lies \(8B\) below the \(T_2\) triplet because the electron–hole attraction \(J_{ia}\) is larger when \(v\) shares the plane of the hole \(\zeta\).

### (c) Low-spin condition

In \(t_2^6\) there are three intra-orbital pairs and three orbital pairs with \(4J-2K=4A-14B+2C\), so the repulsion is \(3(A+4B+3C)+3(4A-14B+2C)=15A-30B+15C\).

A quintet with \(M_S=2\) has five \(\alpha\) electrons and one \(\beta\); placing \(\beta\) in \(t_2\) gives \(^5T_2(t_2^4e^2)\), in \(e\) gives \(^5E\). Each occurs once, so the diagonal energy is exact in this model. Among the \(\alpha\) electrons \(C\) cancels in \(J-K\), and the ten pairs give \(10A\) plus \(B[3(-5)+4-8+2(-5)+2(1)-8]=-35B\). The \(\zeta\beta\) electron adds \(\sum_pJ_{\zeta p}=5A+(4-2-2+4-4)B+7C=5A+7C\). The total is \(15A-35B+7C\), and \(^5T_2\) lies at \(2\Delta-5B-8C\) above the \(t_2^6\) diagonal energy. It lies below \(t_2^6\) when \(\Delta<2.5B+4C\), so in first order low spin requires
\[\Delta>2.5B+4C.\]
This is stricter than \(\Delta>3C\), where \(^3T_1\) in (2) reaches zero. The exact \(^1A_1\) level lies below its diagonal element by the variational principle while \(^5T_2\) does not move, so the crossing of the full model falls at smaller \(\Delta\).

### (d) Second order

The shift of a term \(|0\rangle\) with \(n_e=n_0\) is \(-\sum_k|\langle k|V|0\rangle|^2/[(n_k-n_0)\Delta]\) over determinants with \(n_k\ne n_0\). For \(i,j\in t_2\) and \(a,b\in e\), equation (1) gives \((ia|jb)=\delta_{ij}(24B\,q_{ia}q_{ib}+C\delta_{ab})\).

For \(^1A_1\), single excitations do not couple, as \(t_2^5e\) holds no \(A_1\). Double excitations need \(i=j\), hence \(i\alpha\to a\alpha\), \(i\beta\to b\beta\), with amplitude \((ia|ib)\) and denominator \(2\Delta\). For each \(i\), \(\sum_aq_{ia}^2=\frac16\), so the \(2\times2\) matrix \((ia|ib)\) has eigenvalues \(4B+C\) and \(C\), and the sum of its squared elements is \((4B+C)^2+C^2\). Therefore
\[\delta E(^1A_1)=-\frac{3(16B^2+8BC+2C^2)}{2\Delta}=-\frac{24B^2+12BC+3C^2}{\Delta}.\]

For the excited terms, the parts \(\delta_{pq}\delta_{rs}\) and \(\delta_{ps}\delta_{qr}\) of \(S\) leave every orbital occupation unchanged; only \(\delta_{pr}\delta_{qs}\) changes \(n_e\), by moving a pair between orbitals. In \(\zeta\to a\) the singly occupied orbitals can neither give nor take a pair, so the pairs in \(\xi\) and \(\eta\) can move only to the empty \(e\) orbital \(\bar a\), with full amplitude \(K_{\eta\bar a}\). These two states carry all the \(C\)-dependence, through \(-2K_{\eta\bar a}^2/2\Delta\). For \(T_1\), \(\bar a=u\) and \(K=B+C\) give \(-(2BC+C^2)/\Delta\); for \(T_2\), \(\bar a=v\) and \(K=3B+C\) give \(-(6BC+C^2)/\Delta\). The \(B^2\) coefficients collect many determinants of \(t_2^4e^2\) and \(t_2^3e^3\); the explicit sum, done numerically, gives \(-10,-78,-46,-66\) for \(^1T_1,{}^1T_2,{}^3T_1,{}^3T_2\) and reproduces the \(BC\) and \(C^2\) values. Subtracting the ground-state shift, the corrections to (2) are
\[\begin{aligned}{}^1T_1&:(14B^2+10BC+2C^2)/\Delta, &{}^1T_2&:(-54B^2+6BC+2C^2)/\Delta,\\ {}^3T_1&:(-22B^2+10BC+2C^2)/\Delta, &{}^3T_2&:(-42B^2+6BC+2C^2)/\Delta.\end{aligned}\tag{3}\]
At \(C=4B\) they become \(86,2,50,14\) times \(B^2/\Delta\). The expansion parameter is \(C/\Delta\) as well as \(B/\Delta\), and (2) is the limit in which both vanish.

The numerical check builds the \(A\), \(B\) and \(C\) parts of the integrals by angular quadrature, tests their sum against analytic Gaussian integrals, and compares them with the \(C\,S\) term of (1) and the first six rows of the table. It also tests (2) against the 210-determinant Hamiltonian restricted to \(t_2^5e\) at random parameters, and the level shifts against diagonalization at very large \(\Delta\).

### (e) The hexaammine

Call the bands \(y_1,\dots,y_4=21000,29000,13000,17000\) cm⁻¹ in the order \(^1T_1,{}^1T_2,{}^3T_1,{}^3T_2\), each uncertain by ±500 cm⁻¹ from rounding alone; band maxima are identified with vertical electronic energies. Differences in (2) give
\[B=\frac{y_2-y_1}{16}=\frac{8000}{16}=500,\quad C=\frac{y_1-y_3}{2}=\frac{8000}{2}=4000,\quad \Delta=y_1+C=25000\ \text{cm}^{-1},\]
that is \(Dq=2500\) cm⁻¹ and \(\Delta\approx3.1\) eV. Four bands and three parameters leave one condition, \(r=(y_2-y_1)-2(y_4-y_3)=0\), and the input gives \(8000-2\cdot4000=0\). An exact zero is an accident of rounding. It makes least squares coincide with this inversion. In general least squares removes the component of \(y\) along the normal \(\mathbf w=(-1,1,2,-2)\), \(|\mathbf w|^2=10\), which lowers \(y_2-y_1\) by \(2r/10\) and gives \(B=(y_2-y_1)/20+(y_4-y_3)/40\); over the rounding box this estimate runs from 425 to 575 cm⁻¹. Parameters whose bands all stay inside the box are more restricted: \(16B\) must lie between 7000 and 9000, so \(B\) lies between 438 and 562 cm⁻¹.

The same bands were fitted with (2) plus (3), and with the lowest eigenvalue of each symmetry block of the full matrix (5, 4, 7, 7, 5 terms for \(^1A_1,{}^1T_1,{}^1T_2,{}^3T_1,{}^3T_2\)). Ranges are the spread of the least-squares estimate over the 16 corners of the rounding box; all in cm⁻¹. They are somewhat wider than the set of parameters whose bands stay inside the box, which for the full model is \(\Delta\) 22700–24310, \(B\) 509–690, \(C\) 3320–4280.

| fit | \(\Delta\) | \(B\) | \(C\) | \(C/B\) |
|---|---|---|---|---|
| first | 25000 (24000–26000) | 500 (425–575) | 4000 (3500–4500) | 8.0 |
| second | 22280 (21280–23230) | 591 (490–700) | 3725 (3230–4220) | 6.3 |
| full | 23490 (22550–24420) | 599 (496–713) | 3800 (3300–4300) | 6.3 |

All residuals are at most 40 cm⁻¹, far inside the rounding, so the quality of fit cannot choose between the three. The reason is that mixing moves \(r\) far less than rounding does. Rounding leaves \(r\) uncertain by \(\pm500(1+1+2+2)=\pm3000\) cm⁻¹. In (3) the singlet gap shifts by \((-68B^2-4BC)/\Delta\), the triplet gap by \((-20B^2-4BC)/\Delta\), and so \(r=4B(C-7B)/\Delta\) in second order, which at the full-fit parameters tabulated below is \(8161-2\cdot4101=-41\) cm⁻¹; the full matrix gives \(8040-2\cdot3921=+198\) cm⁻¹. The two differ in sign: the zero at \(C=7B\) belongs to second order, and at these \(\Delta\) and \(B\) the full \(r\) vanishes near \(C=2.9B\). The two compressions still largely cancel in the full model, \(-1549\) cm⁻¹ in the singlet gap against \(2(-874)=-1748\) cm⁻¹ from the triplet gap, and both values of \(r\) are far below 3000 cm⁻¹. A satisfied redundancy does not validate first order here.

Within the three-parameter model, and counting rounding error only, the data support \(\Delta\approx23500\) cm⁻¹ (2.9 eV) to about 1000, \(B\approx600\) to about 100 and \(C\approx3800\) to about 500 cm⁻¹; the fitted singlet bands fall at 477 and 345 nm, uncertain by about 2% like the input bands. At the centre of the box, relative to the full fit, first order puts \(B\) 17% low and \(\Delta\) 6% high. At the full-fit parameters (\(B/\Delta=0.0255\), \(C/\Delta=0.162\)):

| term | first | second | full | \(t_2^5e\) weight |
|---|---|---|---|---|
| \(^1T_1\) | 19688 | 22102 | 20980 | 0.99 |
| \(^1T_2\) | 29277 | 30263 | 29020 | 0.93 |
| \(^3T_1\) | 12085 | 13949 | 13040 | 0.98 |
| \(^3T_2\) | 16880 | 18050 | 16961 | 0.95 |

The labels remain good, and \(^1A_1\) is 97.5% \(t_2^6\), yet (2) misses \(^1T_1\) by about 1300 cm⁻¹, 6% of the full value.

The bias in \(B\) comes from mixing. The singlet gap is \(16B=9589\) in first order, \(16B-(68B^2+4BC)/\Delta=8161\) in second, and 8040 cm⁻¹ in full; dividing the compressed gap by 16 returns \(8040/16\approx503\). The program tests this cause by making \(\Delta\) 100 times larger at fixed \(B,C\), and the inversion then returns 598.4 against the true 599.3 cm⁻¹. Equation (3) also gives the signs of the other biases: \(y_1-y_3=2C+36B^2/\Delta\) raises \(C\), and \((3y_1-y_3)/2=\Delta+(32B^2+10BC+2C^2)/\Delta\) raises \(\Delta\). Inversion of the full bands indeed gives \(C=3970\) and \(\Delta=24949\) cm⁻¹.

Second order repairs the gap but not the absolute positions. It lowers \(^1A_1\) by 3376 cm⁻¹ where the full matrix lowers it by 1996, and its fitted \(\Delta\) is about 1200 cm⁻¹ below the full value, nearly as far off as first order is above. For \(^1T_2\) and \(^3T_2\) it is further from the full energy than first order. A conjecture, not tested here, is that the denominators \(2\Delta\) omit the repulsion differences between configurations, which at \(C/\Delta=0.16\) are a sizeable part of them.

The low-spin assignment is consistent. The first-order threshold \(2.5B+4C\) is 16700 cm⁻¹ and the full crossing lies at 15440 cm⁻¹, both well below the fitted \(\Delta\); \(^5T_2\) stands 15570 cm⁻¹ above \(^1A_1\), the first-order 13572 plus the lowering 1996. Over the corners of the rounding box this gap runs from 13500 to 17630 cm⁻¹ and the crossing from 13590 to 17300 cm⁻¹. The gap is vertical, at the bond length of the ground state; \(\Delta\) falls as the bonds lengthen, so it is not the separation of the relaxed high-spin and low-spin states. The fitted \(B\) and \(C\) are effective parameters: in the complex the \(e\) and \(t_2\) orbitals mix differently with the ligands, the common radial function behind (1) is lost, and three repulsion parameters no longer span the integrals.

## Computed results

```
Racah form vs Gaussian d-shell integrals: max deviation 2e-15 hartree
xy,xy: (A,B,C) coefficients J [1, 4, 3] K [1, 4, 3]
xy,xz: (A,B,C) coefficients J [1, -2, 1] K [0, 3, 1]
xy,x2-y2: (A,B,C) coefficients J [1, 4, 1] K [0, 0, 1]
xy,z2: (A,B,C) coefficients J [1, -4, 1] K [0, 4, 1]
xz,x2-y2: (A,B,C) coefficients J [1, -2, 1] K [0, 3, 1]
xz,z2: (A,B,C) coefficients J [1, 2, 1] K [0, 1, 1]
Fock repulsion (A,B,C): t2g [5, -10, 5], eg [6, -6, 3]
number of terms in d6: {'1A1': 5, '1T1': 4, '1T2': 7, '3T1': 7, '3T2': 5, '5T2': 1}
repulsion (A,B,C): t2g^6 [15, -30, 15]  5T2 [15, -35, 7]
first order 1T1: (D,B,C) coefficients [1, 0, -1]
first order 1T2: (D,B,C) coefficients [1, 16, -1]
first order 3T1: (D,B,C) coefficients [1, 0, -3]
first order 3T2: (D,B,C) coefficients [1, 8, -3]
2nd order 1A1: level (B2,BC,C2)/D [-24. -12.  -3.], excitation [0. 0. 0.], at C=4B 0.00 B2/D
2nd order 1T1: level (B2,BC,C2)/D [-10.  -2.  -1.], excitation [14. 10.  2.], at C=4B 86.00 B2/D
2nd order 1T2: level (B2,BC,C2)/D [-78.  -6.  -1.], excitation [-54.   6.   2.], at C=4B 2.00 B2/D
2nd order 3T1: level (B2,BC,C2)/D [-46.  -2.  -1.], excitation [-22.  10.   2.], at C=4B 50.00 B2/D
2nd order 3T2: level (B2,BC,C2)/D [-66.  -6.  -1.], excitation [-42.   6.   2.], at C=4B 14.00 B2/D
rough input bands 1T1,1T2,3T1,3T2 = [21000. 29000. 13000. 17000.] cm^-1, each +-500 cm^-1
redundancy (1T2-1T1)-2(3T2-3T1) of input = 0 cm^-1
closed inversion: D=25000 B=500 C=4000 cm^-1, Dq=2500 cm^-1
first fit: D=25000 B=500 C=4000 cm^-1, C/B=8.00
  residuals model-input [0. 0. 0. 0.] cm^-1
  corner ranges D 24000-26000, B 425-575, C 3500-4500 cm^-1
second fit: D=22277 B=591 C=3725 cm^-1, C/B=6.31
  residuals model-input [ 5. -5. -9.  8.] cm^-1
  corner ranges D 21280-23232, B 490-700, C 3227-4222 cm^-1
full fit: D=23489 B=599 C=3801 cm^-1, C/B=6.34
  residuals model-input [-20.  20.  40. -39.] cm^-1
  corner ranges D 22545-24424, B 496-713, C 3304-4298 cm^-1
at full-fit parameters: B/D=0.0255, C/D=0.1618
  1A1: t2g^6 weight 0.975, lowering full -1996, 2nd order -3376 cm^-1
  1T1: first 19688, second 22102, full 20980 cm^-1, t2g^5eg weight 0.988
  1T2: first 29277, second 30263, full 29020 cm^-1, t2g^5eg weight 0.926
  3T1: first 12085, second 13949, full 13040 cm^-1, t2g^5eg weight 0.980
  3T2: first 16880, second 18050, full 16961 cm^-1, t2g^5eg weight 0.948
  gap 1T2-1T1: first 9589, second 8161, full 8040 cm^-1
  first-order inversion of full bands: D=24949 B=503 C=3970 cm^-1
  same inversion with D 100 times larger: B=598.4 cm^-1 (true 599.3)
1A1/5T2 crossing: first order D=16703, full D=15441 cm^-1
5T2 above 1A1: first order 13572, full 15568 cm^-1
10Dq: first-order fit 3.10 eV, full fit 2.91 eV
singlet bands of full fit: 477 nm, 345 nm
```
